**Analytic stress and constant-cutoff pressure in a plane-wave basis**

The program tests the relation $P_N-P_{\rm cut}=(2/(3\Omega))\,dE/d\ln E_{\rm cut}$. Here $P_N$ is the analytic pressure at a fixed plane-wave set, $P_{\rm cut}$ the pressure at constant cutoff $E_{\rm cut}$, $\Omega$ the cell volume, and $E$ the energy averaged over $\ln E_{\rm cut}$ with a smooth window. The model has one Gaussian ion and two electrons per cell, treated self-consistently at Gamma with local-density exchange. The program asserts that six analytic stress components in a sheared cell agree with finite strains at a fixed set, and that the analytic pressures of twelve cubic bases agree with finite volume differences. It also asserts that the directly differentiated constant-cutoff energy obeys the relation, that the cutoff derivative equals the weighted sum of energy jumps, and that no jump is positive. In the output the two pressures differ by −1.108 GPa, and the formula gives the same value to within 0.0001 GPa. Against a basis of 1365 plane waves, $P_N$ is off by about 4.9% and $P_{\rm cut}$ by about 0.1%. The program asserts that $P_{\rm cut}$ has less than half the error of $P_N$ in this model; this ranking is not a general theorem.

## Numerical check

```python
"""
Result under test, for a plane-wave calculation in a cell of volume Omega:
 (A) the analytic stress is the strain derivative of the minimized energy with
     the integer indices of the plane waves held fixed;
 (B) P_N - P_cut = (2/(3 Omega)) dE/d ln Ecut, where P_N is the analytic
     pressure (fixed plane-wave set) and P_cut the pressure at constant cutoff.
     E is averaged over ln Ecut with a smooth window, because the raw energy
     jumps whenever a shell of plane waves enters the basis.
Model: one Gaussian ion (charge Z, width s) per cell, two electrons in one
orbital at Gamma, Kohn-Sham theory with local-density exchange only.
Hartree atomic units. Stress = (1/Omega) dE/d strain, P = -trace(stress)/3.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants as pc

Z, s, L0, Ecut = 2.0, 0.5, 6.0, 6.5
half_width = 0.5                     # half width of the window in ln Ecut
M = 27                               # grid points per axis, the same throughout
axis = np.rint(np.fft.fftfreq(M) * M).astype(int)
indices = np.array(np.meshgrid(axis, axis, axis, indexing="ij")).reshape(3, -1).T
index_sq = (indices**2).sum(axis=1)
self_energy = Z**2 / (2 * np.sqrt(np.pi) * s)   # isolated Gaussian ion


def make_basis(max_sq, cubic):
    """Real orthonormal combinations of plane waves with |n|^2 <= max_sq.
    cubic=True: fully symmetric stars; cubic=False: pairs (n, -n)."""
    groups = {}
    for j in np.flatnonzero(index_sq <= max_sq):
        n = tuple(int(x) for x in indices[j])
        if cubic:
            key = tuple(sorted(abs(x) for x in n))
        else:
            key = max(n, tuple(-x for x in n))
        groups.setdefault(key, []).append(j)
    keys = sorted(groups, key=lambda k: (sum(x * x for x in k), k))
    members = [np.array(groups[k]) for k in keys]
    functions = np.empty((len(keys), M**3))
    for b, g in enumerate(members):
        spectrum = np.zeros(M**3)
        spectrum[g] = 1 / np.sqrt(len(g))
        functions[b] = np.fft.ifftn(spectrum.reshape(M, M, M)).real.ravel() * M**3
    squares = np.array([sum(x * x for x in k) for k in keys])
    return functions, members, squares


def solve(cell, functions, members):
    """Self-consistent energy and analytic dE/d strain; rows of cell are
    the lattice vectors."""
    volume = abs(np.linalg.det(cell))
    G = indices @ (2 * np.pi * np.linalg.inv(cell).T)
    G2 = (G**2).sum(axis=1)
    inv_G2 = np.zeros_like(G2)
    inv_G2[1:] = 1 / G2[1:]
    ion = Z * np.exp(-G2 * s**2 / 2)
    moments = np.array([G[g].T @ G[g] / len(g) for g in members])
    kinetic = np.trace(moments, axis1=1, axis2=2) / 2

    def charge(number):
        return np.fft.fftn(number.reshape(M, M, M)).ravel() / M**3 - ion

    # start from a broad Gaussian electron cloud with the right charge
    start = Z * np.exp(-G2 * 0.8**2 / 2)
    number = np.fft.ifftn(start.reshape(M, M, M)).real.ravel() * M**3
    number = np.maximum(number, 1e-8)
    for _ in range(300):
        q = charge(number)
        coulomb = 4 * np.pi / volume * q * inv_G2
        v = np.fft.ifftn(coulomb.reshape(M, M, M)).real.ravel() * M**3
        v -= np.cbrt(3 / np.pi * number / volume)
        H = np.diag(kinetic) + (functions * v) @ functions.T / M**3
        c = eigh(H, subset_by_index=[0, 0])[1][:, 0]
        new = 2 * (c @ functions)**2
        change = np.max(np.abs(new - number))
        if change < 1e-9:
            break
        number = number + 0.6 * (new - number)
    assert change < 1e-9, "self-consistency not reached"
    q = charge(new)
    e_kin = 2 * np.sum(c**2 * kinetic)
    e_es = 2 * np.pi / volume * np.sum(np.abs(q)**2 * inv_G2)
    density = new / volume
    e_x = -0.75 * np.cbrt(3 / np.pi) * volume * np.mean(density * np.cbrt(density))
    weight = 4 * np.pi / volume * (np.abs(q)**2 * inv_G2**2
                                   - s**2 * q.real * ion * inv_G2)
    derivative = (-2 * np.einsum("b,bij->ij", c**2, moments)
                  + G.T @ (weight[:, None] * G)
                  - np.eye(3) * (e_es + e_x / 3))
    return e_kin + e_es + e_x - self_energy, derivative


# (A) all six stress components in a low-symmetry cell, plane-wave set fixed
pair_f, pair_g, _ = make_basis(8, cubic=False)
shape = np.array([[0.02, 0.05, 0.03], [0.05, -0.03, 0.04], [0.03, 0.04, 0.01]])
sheared = L0 * (np.eye(3) + shape)
_, analytic = solve(sheared, pair_f, pair_g)
step = 1e-4
strain_error = 0.0
for a in range(3):
    for b in range(a, 3):
        e = np.zeros((3, 3))
        e[a, b] = step
        up = solve(sheared @ (np.eye(3) + e).T, pair_f, pair_g)[0]
        down = solve(sheared @ (np.eye(3) - e).T, pair_f, pair_g)[0]
        strain_error = max(strain_error,
                           abs((up - down) / (2 * step) - analytic[a, b]))
assert strain_error < 1e-6
assert abs(analytic[0, 1]) > 1e-5    # the shear test is not an empty one

# a volume-conserving strain reorders plane waves: number alone is not the set
stretch = np.array([1.1**-0.5, 1.1**-0.5, 1.1])
energy_stretched = 0.5 * ((2 * np.pi / L0 * indices / stretch)**2).sum(axis=1)
highest_in = energy_stretched[index_sq <= 8].max()
lowest_out = energy_stretched[index_sq > 8].min()
assert lowest_out < highest_in

# cubic cell: energies and analytic pressures of successive plane-wave sets
star_f, star_g, star_sq = make_basis(48, cubic=True)


def cubic_run(L, max_sq):
    count = int(np.sum(star_sq <= max_sq))
    energy, d = solve(L * np.eye(3), star_f[:count], star_g[:count])
    return energy, -np.trace(d) / (3 * L**3)


e_pairs = solve(L0 * np.eye(3), pair_f, pair_g)[0]
assert abs(e_pairs - cubic_run(L0, 8)[0]) < 1e-9   # symmetry reduction is exact

edges = np.array([m for m in np.unique(star_sq) if 6 <= m <= 20])
shells = edges[:-1]
volume = L0**3
dv = 5e-4 * volume
L_minus, L_plus = np.cbrt(volume - dv), np.cbrt(volume + dv)
E0, P0 = np.array([cubic_run(L0, m) for m in shells]).T
E_minus = np.array([cubic_run(L_minus, m)[0] for m in shells])
E_plus = np.array([cubic_run(L_plus, m)[0] for m in shells])
P_difference = -(E_plus - E_minus) / (2 * dv)
volume_error = np.max(np.abs(P_difference - P0))
assert volume_error < 1e-8
jumps = np.diff(E0)
assert np.max(jumps) < 1e-10         # a larger set never raises the energy


def window_weights(L, cutoff):
    """Weight of each plane-wave set in the average over ln Ecut."""
    threshold = 0.5 * (2 * np.pi / L)**2 * edges
    u = np.clip(np.log(threshold / cutoff), -half_width, half_width)
    cumulative = (0.5 + u / (2 * half_width)
                  + np.sin(np.pi * u / half_width) / (2 * np.pi))
    w = np.diff(cumulative)
    assert abs(w.sum() - 1) < 1e-12
    return w


# (B) direct volume derivative at constant cutoff against the derived relation
E_avg = window_weights(L0, Ecut) @ E0
P_N = window_weights(L0, Ecut) @ P0
P_cut = -(window_weights(L_plus, Ecut) @ E_plus
          - window_weights(L_minus, Ecut) @ E_minus) / (2 * dv)
t = 1e-3
dE_dln = (window_weights(L0, Ecut * np.exp(t)) @ E0
          - window_weights(L0, Ecut * np.exp(-t)) @ E0) / (2 * t)
pulay = 2 * dE_dln / (3 * volume)
assert pulay < 0
assert abs((P_N - P_cut) - pulay) < 2e-3 * abs(pulay)

# the same energy derivative from the jumps at the shell thresholds
thresholds = 0.5 * (2 * np.pi / L0)**2 * shells
u_jump = np.log(thresholds[1:] / Ecut)
window = np.where(np.abs(u_jump) < half_width,
                  np.cos(np.pi * u_jump / (2 * half_width))**2 / half_width, 0)
dE_jumps = window @ jumps
assert abs(dE_jumps - dE_dln) < 1e-3 * abs(dE_dln)

# nearly complete basis: which pressure is closer to it?
E_40, P_40 = cubic_run(L0, 40)
E_big, P_big = cubic_run(L0, 48)
assert abs(P_big - P_40) < 0.1 * abs(pulay)
assert abs(P_cut - P_big) < 0.5 * abs(P_N - P_big)

# raw energy at constant cutoff: volume at which the next shell enters
raw = int(np.flatnonzero(thresholds <= Ecut)[-1])
entry_volume = (2 * np.pi)**3 * (shells[raw + 1] / (2 * Ecut))**1.5
L_entry = np.cbrt(entry_volume)
raw_jump = cubic_run(L_entry, shells[raw + 1])[0] - cubic_run(L_entry, shells[raw])[0]
assert raw_jump < 0

GPa = pc["Hartree energy"][0] / pc["Bohr radius"][0]**3 / 1e9
print(f"ion charge Z = {Z:.1f}, ion width s = {s:.2f} bohr")
print(f"cube edge L = {L0:.2f} bohr, volume Omega = {volume:.2f} bohr^3")
print(f"cutoff Ecut = {Ecut:.2f} hartree")
print(f"window half width in ln Ecut = {half_width:.2f}")
print("SHEARED CELL, fixed plane-wave set")
print(f"plane waves in the set = {np.sum(index_sq <= 8)}")
for name, (a, b) in {"xx": (0, 0), "yy": (1, 1), "zz": (2, 2),
                     "xy": (0, 1), "xz": (0, 2), "yz": (1, 2)}.items():
    print(f"analytic dE/d strain_{name} = {analytic[a, b]:.6f} hartree")
print(f"largest deviation from finite strain = {strain_error:.1e} hartree")
print("CUBE STRETCHED by 1.1 along z at constant volume")
print(f"highest kinetic energy inside old set = {highest_in:.4f} hartree")
print(f"lowest kinetic energy outside old set = {lowest_out:.4f} hartree")
print("CUBIC CELL: max n^2, plane waves, threshold (hartree),")
print("  energy (hartree), analytic pressure (1e-5 hartree/bohr^3)")
for m, b, e, p in zip(shells, thresholds, E0, P0):
    print(f"  {m:2d} {np.sum(index_sq <= m):4d} {b:8.4f} {e:11.6f} {p*1e5:10.4f}")
print(f"largest deviation from volume difference = {volume_error:.1e} hartree/bohr^3")
print("RAW ENERGY at constant Ecut")
print(f"next shell n^2 = {shells[raw+1]} enters at volume {entry_volume:.3f} bohr^3")
print(f"energy jump there = {raw_jump:.6f} hartree")
print("AVERAGED ENERGY at Ecut")
print(f"averaged energy = {E_avg:.6f} hartree")
print(f"dE/d ln Ecut, finite difference = {dE_dln:.6f} hartree")
print(f"dE/d ln Ecut, sum over jumps = {dE_jumps:.6f} hartree")
for label, p in [("analytic pressure P_N", P_N),
                 ("constant-cutoff pressure P_cut", P_cut),
                 ("P_N - P_cut, direct", P_N - P_cut),
                 ("(2/(3 Omega)) dE/d ln Ecut", pulay),
                 ("large-basis pressure", P_big)]:
    print(f"{label} = {p*1e5:.4f}e-5 hartree/bohr^3 = {p*GPa:.4f} GPa")
print(f"large basis: {np.sum(index_sq <= 48)} plane waves, E = {E_big:.6f} hartree")
print(f"pressure change from n^2<=40 to 48 = {(P_big-P_40)*1e5:.5f}e-5 hartree/bohr^3")
print(f"error of P_N against large basis = {(P_N-P_big)*1e5:.4f}e-5 hartree/bohr^3")
print(f"error of P_cut against large basis = {(P_cut-P_big)*1e5:.4f}e-5 hartree/bohr^3")
print("tests ok")
```

It prints:

```
ion charge Z = 2.0, ion width s = 0.50 bohr
cube edge L = 6.00 bohr, volume Omega = 216.00 bohr^3
cutoff Ecut = 6.50 hartree
window half width in ln Ecut = 0.50
SHEARED CELL, fixed plane-wave set
plane waves in the set = 93
analytic dE/d strain_xx = 0.176199 hartree
analytic dE/d strain_yy = 0.195941 hartree
analytic dE/d strain_zz = 0.179660 hartree
analytic dE/d strain_xy = 0.008455 hartree
analytic dE/d strain_xz = 0.005139 hartree
analytic dE/d strain_yz = 0.006850 hartree
largest deviation from finite strain = 4.0e-09 hartree
CUBE STRETCHED by 1.1 along z at constant volume
highest kinetic energy inside old set = 4.8251 hartree
lowest kinetic energy outside old set = 4.0783 hartree
CUBIC CELL: max n^2, plane waves, threshold (hartree),
  energy (hartree), analytic pressure (1e-5 hartree/bohr^3)
   6   81   3.2899   -1.632070   -86.6803
   8   93   4.3865   -1.634607   -84.5587
   9  123   4.9348   -1.638540   -80.9436
  10  147   5.4831   -1.640540   -78.9512
  11  171   6.0314   -1.641859   -77.5316
  12  179   6.5797   -1.642143   -77.2053
  13  203   7.1280   -1.642702   -76.5232
  14  251   7.6764   -1.643473   -75.5258
  16  257   8.7730   -1.643517   -75.4640
  17  305   9.3213   -1.643764   -75.0952
  18  341   9.8696   -1.643896   -74.8901
  19  365  10.4179   -1.643958   -74.7892
largest deviation from volume difference = 1.8e-10 hartree/bohr^3
RAW ENERGY at constant Ecut
next shell n^2 = 12 enters at volume 219.987 bohr^3
energy jump there = -0.000296 hartree
AVERAGED ENERGY at Ecut
averaged energy = -1.641200 hartree
dE/d ln Ecut, finite difference = -0.012201 hartree
dE/d ln Ecut, sum over jumps = -0.012201 hartree
analytic pressure P_N = -78.0928e-5 hartree/bohr^3 = -22.9757 GPa
constant-cutoff pressure P_cut = -74.3270e-5 hartree/bohr^3 = -21.8678 GPa
P_N - P_cut, direct = -3.7658e-5 hartree/bohr^3 = -1.1079 GPa
(2/(3 Omega)) dE/d ln Ecut = -3.7659e-5 hartree/bohr^3 = -1.1080 GPa
large-basis pressure = -74.4179e-5 hartree/bohr^3 = -21.8945 GPa
large basis: 1365 plane waves, E = -1.644157 hartree
pressure change from n^2<=40 to 48 = 0.00252e-5 hartree/bohr^3
error of P_N against large basis = -3.6749e-5 hartree/bohr^3
error of P_cut against large basis = 0.0910e-5 hartree/bohr^3
tests ok
```
